# Wannier centres and spreads from PAW and ultrasoft augmented overlaps, part 1

(Sections cited here and not found follow in the later parts.)

**Centres and spreads of Wannier functions from augmented overlaps**

**Q.** A PAW or ultrasoft calculation never holds the true Bloch functions. It holds smooth functions $\tilde\psi_{n\mathbf k}$ on a coarse basis, forms overlap matrices between neighbouring $\mathbf k$ points, adds a correction from the atomic spheres, and passes the result to the Marzari-Vanderbilt formulas. If I Fourier-transform the $\tilde\psi_{n\mathbf k}$ I get a smooth Wannier function $\tilde W_n$, and that is the function I can plot. I suspect that the printed centre and spread belong to $\tilde W_n$. Before arguing, tell me what an overlap between neighbouring $\mathbf k$ points has to do with position at all.

**A.** Take the all-electron case first, in atomic units. There are $J$ valence bands separated by gaps from all other bands. The mesh has $N$ points $\mathbf k$, which corresponds to a periodic supercell of $N$ cells with lattice vectors $\mathbf R$. Bloch functions $\psi_{m\mathbf k}=e^{i\mathbf k\cdot\mathbf r}u_{m\mathbf k}$ are orthonormal over one cell. A gauge is a unitary $J\times J$ matrix $U(\mathbf k)$. I absorb it into the states, $\psi_{n\mathbf k}\to\sum_m\psi_{m\mathbf k}U_{mn}(\mathbf k)$, and impose $\psi_{n,\mathbf k+\mathbf G}=\psi_{n\mathbf k}$ for reciprocal lattice vectors $\mathbf G$. With $\langle\cdots\rangle_{\mathbf k}=\frac1N\sum_{\mathbf k}$, the Wannier function of the home cell and the overlap matrix are

$$W_n(\mathbf r)=\langle\psi_{n\mathbf k}(\mathbf r)\rangle_{\mathbf k},\qquad M_{mn}(\mathbf k,\mathbf b)=\langle u_{m\mathbf k}|u_{n,\mathbf k+\mathbf b}\rangle=\int_{\rm cell}\psi^*_{m\mathbf k}\,e^{-i\mathbf b\cdot\mathbf r}\,\psi_{n,\mathbf k+\mathbf b}\,d^3r ,$$

where $\mathbf b$ joins two mesh points. The second form follows from $u^*_{m\mathbf k}=e^{i\mathbf k\cdot\mathbf r}\psi^*_{m\mathbf k}$ and $u_{n,\mathbf k+\mathbf b}=e^{-i(\mathbf k+\mathbf b)\cdot\mathbf r}\psi_{n,\mathbf k+\mathbf b}$.

Now compute the Fourier transform of the Wannier density over the supercell,

$$F_n(\mathbf b)=\int|W_n|^2e^{-i\mathbf b\cdot\mathbf r}d^3r=\frac1{N^2}\sum_{\mathbf k\mathbf k'}\int\psi^*_{n\mathbf k}e^{-i\mathbf b\cdot\mathbf r}\psi_{n\mathbf k'}\,d^3r .$$

Split the integral into cells. Moving to cell $\mathbf R$ multiplies the integrand by $e^{i(\mathbf k'-\mathbf k-\mathbf b)\cdot\mathbf R}$. The sum of this factor over the $N$ cells is $N$ when $\mathbf k'=\mathbf k+\mathbf b$ modulo a reciprocal lattice vector, and zero otherwise. One sum over $\mathbf k'$ and one factor $1/N$ disappear, leaving

$$F_n(\mathbf b)=\langle M_{nn}(\mathbf k,\mathbf b)\rangle_{\mathbf k}.\tag{1}$$

This is exact on any mesh. At $\mathbf b=0$ it gives the norm of $W_n$, which is 1. If $W_n$ is localised well inside the supercell, the exponential can be expanded,

$$F_n(\mathbf b)=1-i\,\mathbf b\cdot\langle\mathbf r\rangle_n-\tfrac12\langle(\mathbf b\cdot\mathbf r)^2\rangle_n+\dots,\tag{2}$$

so the terms of first and second order in $\mathbf b$ of the averaged overlap are the first and second moments of $|W_n|^2$. Localisation needs a gauge in which the states are smooth and periodic in $\mathbf k$. In one dimension such a gauge can be constructed for any isolated group of bands. In two and three dimensions it exists when the Chern numbers of the group vanish, which I assume.

**Q.** Equation (2) concerns the average of $M_{nn}$. The Marzari-Vanderbilt formulas average a logarithm and a squared modulus. Why do those give the same moments?

**A.** I prove it in a form that uses only three properties of the diagonal element $M(\mathbf k,\mathbf b)\equiv M_{nn}(\mathbf k,\mathbf b)$, because the proof must later serve for matrices that are not plain overlaps. The properties are:

(i) $M(\mathbf k,0)=1$ at every $\mathbf k$;

(ii) $M$ is smooth in $\mathbf k$ and $\mathbf b$;

(iii) $M(\mathbf k,-\mathbf b)=M(\mathbf k-\mathbf b,\mathbf b)^*$.

Plain overlaps obey (iii) because $\langle u_{\mathbf k}|u_{\mathbf k-\mathbf b}\rangle=\langle u_{\mathbf k-\mathbf b}|u_{\mathbf k}\rangle^*$.

By (i) and (ii), $M=1+m_1+m_2+O(b^3)$, where $m_p(\mathbf k,\mathbf b)$ is homogeneous of degree $p$ in $\mathbf b$. Compare the first-order terms of (iii). The left side gives $-m_1(\mathbf k,\mathbf b)$. The right side gives $m_1(\mathbf k,\mathbf b)^*$, since the shift of the argument from $\mathbf k-\mathbf b$ to $\mathbf k$ only alters second order. Hence $m_1$ is imaginary, $m_1=-i\alpha$ with $\alpha$ real and linear in $\mathbf b$. Using $\ln(1+z)=z-z^2/2+\dots$ with $z=-i\alpha+m_2$, so that $-z^2/2=+\alpha^2/2$ at second order,

$$\operatorname{Im}\ln M=-\alpha+\operatorname{Im}m_2+O(b^3).$$

The squared modulus is $(1+\operatorname{Re}m_2)^2+\alpha^2$ to this order,

$$|M|^2=1+2\operatorname{Re}m_2+\alpha^2+O(b^3),\qquad(\operatorname{Im}\ln M)^2=\alpha^2+O(b^3).$$

The two $\alpha^2$ terms cancel in the combination

$$1-|M|^2+(\operatorname{Im}\ln M)^2=-2\operatorname{Re}m_2+O(b^3).$$

Matching (1) with (2) order by order gives $\langle\alpha\rangle_{\mathbf k}=\mathbf b\cdot\langle\mathbf r\rangle_n$ and $\langle-2\operatorname{Re}m_2\rangle_{\mathbf k}=\langle(\mathbf b\cdot\mathbf r)^2\rangle_n$.

Choose a set of vectors $\mathbf b$ that contains $-\mathbf b$ with every $\mathbf b$, and weights $w_b=w_{-b}>0$ such that

$$\sum_{\mathbf b}w_b\,b_\mu b_\nu=\delta_{\mu\nu}.\tag{3}$$

Then $\sum_{\mathbf b}w_b\mathbf b(\mathbf b\cdot\mathbf v)=\mathbf v$ for any vector $\mathbf v$, and $\sum_{\mathbf b}w_b(\mathbf b\cdot\mathbf r)^2=r^2$. Define

$$\bar{\mathbf r}_n=-\Big\langle\sum_{\mathbf b}w_b\,\mathbf b\,\operatorname{Im}\ln M_{nn}\Big\rangle_{\mathbf k},\tag{4}$$

$$\overline{r^2}_n=\Big\langle\sum_{\mathbf b}w_b\big[1-|M_{nn}|^2+(\operatorname{Im}\ln M_{nn})^2\big]\Big\rangle_{\mathbf k},\qquad\Omega_n=\overline{r^2}_n-\bar r_n^{\,2}.\tag{5}$$

In (4) the term $\mathbf b\,\alpha$ gives $\langle\mathbf r\rangle_n$. The term $\mathbf b\operatorname{Im}m_2$ is of odd total degree and cancels between $\mathbf b$ and $-\mathbf b$. The next term has degree four, and $w_b\sim b^{-2}$ by (3), so the error is $O(b^2)$. In (5) the second-order term gives $\langle r^2\rangle_n$, the third-order term cancels in pairs, and the fourth-order term again leaves $O(b^2)$. The statement to keep is this: for any $M$ with properties (i) to (iii), formulas (4) and (5) return, up to $O(b^2)$, the first and second moments of the function whose Fourier transform is $\langle M\rangle_{\mathbf k}$.

For plain overlaps the terms have familiar names. With $\partial=\mathbf b\cdot\nabla_{\mathbf k}$, Taylor expansion of $u_{\mathbf k+\mathbf b}$ gives $m_1=\langle u|\partial u\rangle$, so $\alpha=\mathbf b\cdot\mathbf A$ with the Berry connection $\mathbf A=i\langle u|\nabla_{\mathbf k}u\rangle$. It also gives $m_2=\frac12\langle u|\partial^2u\rangle$. Differentiating $\langle u|u\rangle=1$ twice gives $2\operatorname{Re}\langle u|\partial^2u\rangle+2\langle\partial u|\partial u\rangle=0$, so $-2\operatorname{Re}m_2=\langle\partial u|\partial u\rangle$. Thus $\langle\mathbf r\rangle_n=\langle\mathbf A\rangle_{\mathbf k}$ and $\langle r^2\rangle_n=\langle\,\langle\nabla u|\cdot|\nabla u\rangle\,\rangle_{\mathbf k}$.

The weights are simple for a shell of $Z$ vectors of equal length with cubic symmetry. The tensor $\sum_{\mathbf b}b_\mu b_\nu$ is then proportional to $\delta_{\mu\nu}$ and its trace is $Zb^2$, so it equals $(Zb^2/3)\,\delta_{\mu\nu}$ and $w_b=3/(Zb^2)$. In one dimension the pair $\pm b$ has $w_b=1/(2b^2)$.

**Q.** If the linear expansion already contains the moments, the logarithm looks like decoration.

**A.** It makes the finite-mesh formulas behave exactly under a lattice shift. The gauge change $\psi_{\mathbf k}\to e^{-i\mathbf k\cdot\mathbf R}\psi_{\mathbf k}$ moves $W_n$ to cell $\mathbf R$ and multiplies $M_{nn}$ by $e^{i\mathbf k\cdot\mathbf R}e^{-i(\mathbf k+\mathbf b)\cdot\mathbf R}=e^{-i\mathbf b\cdot\mathbf R}$. Then $\operatorname{Im}\ln M$ changes by $-\mathbf b\cdot\mathbf R$, and (4) changes by $\sum w_b\mathbf b(\mathbf b\cdot\mathbf R)=\mathbf R$. In (5) the modulus is unchanged and the squared phase gains $-2(\mathbf b\cdot\mathbf R)\operatorname{Im}\ln M+(\mathbf b\cdot\mathbf R)^2$, which sums to $2\mathbf R\cdot\bar{\mathbf r}_n+R^2$. That is the change of $\bar r_n^{\,2}$, so $\Omega_n$ does not move. The condition is that the shift does not carry the phases onto another branch of the logarithm. With $\varphi=\operatorname{Im}\ln M_{nn}(\mathbf k,\mathbf b)$ the principal value before the shift, continuous in $\mathbf k$, the number $\varphi-\mathbf b\cdot\mathbf R$ must itself lie between $-\pi$ and $\pi$ at every $\mathbf k$ and $\mathbf b$. Otherwise the principal value after the shift differs from it by a multiple of $2\pi$. To first order the phase is $-\mathbf b\cdot\mathbf A(\mathbf k)$, so on a fine mesh it is enough that $|\mathbf b\cdot\mathbf A(\mathbf k)|$ and $|\mathbf b\cdot(\mathbf A(\mathbf k)+\mathbf R)|$ stay well below $\pi$ throughout the zone.

The total spread also splits usefully. Add and subtract the off-diagonal squares in $\sum_n(1-|M_{nn}|^2)$, and note that $\langle\sum_{\mathbf b}w_b(\operatorname{Im}\ln M_{nn}+\mathbf b\cdot\bar{\mathbf r}_n)^2\rangle_{\mathbf k}$ expands, by (4) and (3), to $\langle\sum w_b(\operatorname{Im}\ln M_{nn})^2\rangle_{\mathbf k}-2\bar r_n^{\,2}+\bar r_n^{\,2}$. Then $\Omega=\sum_n\Omega_n=\Omega_{\rm I}+\Omega_{\rm OD}+\Omega_{\rm D}$ with

$$\Omega_{\rm I}=\Big\langle\sum_{\mathbf b}w_b\Big(J-\sum_{mn}|M_{mn}|^2\Big)\Big\rangle_{\mathbf k},\qquad\Omega_{\rm OD}=\Big\langle\sum_{\mathbf b}w_b\sum_{m\ne n}|M_{mn}|^2\Big\rangle_{\mathbf k},$$

$$\Omega_{\rm D}=\Big\langle\sum_{\mathbf b}w_b\sum_n(\operatorname{Im}\ln M_{nn}+\mathbf b\cdot\bar{\mathbf r}_n)^2\Big\rangle_{\mathbf k}.$$

A gauge change sends $M\to U^\dagger(\mathbf k)MU(\mathbf k+\mathbf b)$, which leaves $\operatorname{Tr}MM^\dagger=\sum|M_{mn}|^2$ unchanged, so $\Omega_{\rm I}$ is gauge invariant. The other two parts are sums of squares, so $\Omega\ge\Omega_{\rm I}$ in every gauge.

**Q.** So far every state has been all-electron. Where do the smooth functions come in, and what exactly is assumed about them?

**A.** Around each atom $a$, at position $\mathbf R+\boldsymbol\tau_a$, there is a sphere of radius $r_c$, and the spheres do not overlap. Each atom carries all-electron partial waves $\phi_i$, smooth partial waves $\tilde\phi_i$ equal to $\phi_i$ outside the sphere, and projectors $p_i$ that vanish outside the sphere and are dual to the smooth partial waves, $\langle p_i|\tilde\phi_j\rangle=\delta_{ij}$. The difference $\Delta_i=\phi_i-\tilde\phi_i$ vanishes outside the sphere. The transformation is

$$\mathcal T=1+\sum_{\mathbf R,a,i}|\Delta^{a}_{i,\mathbf R}\rangle\langle p^{a}_{i,\mathbf R}|,\qquad\psi_{n\mathbf k}=\mathcal T\tilde\psi_{n\mathbf k}.\tag{6}$$

Core states are frozen and take no part: $\psi$ is an all-electron valence state, with its full nodal structure near the nucleus.

Outside the spheres $\mathcal T\tilde\psi=\tilde\psi$. Inside one sphere define the projections $c_i=\langle p_i|\tilde\psi\rangle$ and the remainder $\rho$ by

$$\tilde\psi=\sum_i\tilde\phi_ic_i+\rho .$$

Adding $\sum_i\Delta_ic_i$ replaces each $\tilde\phi_i$ by $\phi_i$,

$$\mathcal T\tilde\psi=\sum_i\phi_ic_i+\rho .$$

Nothing has been approximated. The remainder is the part of $\tilde\psi$ that the partial waves fail to represent. The set is called complete for $\tilde\psi$ when $\rho=0$.

**Q.** Then write the overlap in terms of $\tilde\psi$, and do not drop anything silently.

**A.** Take two smooth functions $\tilde\psi,\tilde\psi'$ with projections $c,c'$ and remainders $\rho,\rho'$. Abbreviate $\phi_c=\sum_i\phi_ic_i$, and likewise $\tilde\phi_c$ and $\Delta_c$. Inside the sphere the two products are

$$(\mathcal T\tilde\psi)^*(\mathcal T\tilde\psi')=\phi_c^*\phi_{c'}+\phi_c^*\rho'+\rho^*\phi_{c'}+\rho^*\rho',$$

$$\tilde\psi^*\tilde\psi'=\tilde\phi_c^*\tilde\phi_{c'}+\tilde\phi_c^*\rho'+\rho^*\tilde\phi_{c'}+\rho^*\rho'.$$

Subtract. The $\rho^*\rho'$ terms cancel and the mixed terms combine into $\Delta$:

$$(\mathcal T\tilde\psi)^*(\mathcal T\tilde\psi')=\tilde\psi^*\tilde\psi'+\sum_{ij}c_i^*Q_{ij}(\mathbf s)\,c'_j+\big[\Delta_c^*\rho'+\rho^*\Delta_{c'}\big],\tag{7}$$

with $\mathbf s$ measured from the nucleus and the augmentation function

$$Q_{ij}(\mathbf s)=\phi_i^*\phi_j-\tilde\phi_i^*\tilde\phi_j ,$$

which vanishes outside the sphere. Equation (7) holds point by point, so it may be multiplied by any local function and integrated. Non-overlap of the spheres was used: at each point only one atom's $\Delta$ is non-zero, so no product of $\Delta$ from two atoms arises.

Multiply by $e^{-i\mathbf b\cdot\mathbf r}$ with $\tilde\psi=\tilde\psi_{m\mathbf k}$, $\tilde\psi'=\tilde\psi_{n,\mathbf k+\mathbf b}$. In the sphere at $\mathbf R+\boldsymbol\tau_a$ the factor is $e^{-i\mathbf b\cdot(\mathbf R+\boldsymbol\tau_a)}e^{-i\mathbf b\cdot\mathbf s}$. The projections obey the Bloch condition, $c^a_{i,\mathbf R}(n\mathbf k)=e^{i\mathbf k\cdot\mathbf R}c^a_i(n\mathbf k)$ with $c^a_i(n\mathbf k)=\langle p^a_{i,\mathbf 0}|\tilde\psi_{n\mathbf k}\rangle$. The phases $e^{-i\mathbf k\cdot\mathbf R}$, $e^{-i\mathbf b\cdot\mathbf R}$ and $e^{i(\mathbf k+\mathbf b)\cdot\mathbf R}$ multiply to 1, so every cell contributes equally and each atom counts once per cell, even if its sphere straddles a cell boundary. The result is

$$\int_{\rm cell}(\mathcal T\tilde\psi_{m\mathbf k})^*e^{-i\mathbf b\cdot\mathbf r}\,\mathcal T\tilde\psi_{n,\mathbf k+\mathbf b}=M^{\rm aug}_{mn}+X_{mn},$$

$$M^{\rm aug}_{mn}(\mathbf k,\mathbf b)=\tilde M_{mn}+\sum_ae^{-i\mathbf b\cdot\boldsymbol\tau_a}\sum_{ij}c^{a}_i(m\mathbf k)^*\,Q^a_{ij}(\mathbf b)\,c^a_j(n,\mathbf k+\mathbf b),\tag{8}$$

where $\tilde M_{mn}=\int_{\rm cell}\tilde\psi^*_{m\mathbf k}e^{-i\mathbf b\cdot\mathbf r}\tilde\psi_{n,\mathbf k+\mathbf b}$ is the bare overlap,

$$Q^a_{ij}(\mathbf b)=\int e^{-i\mathbf b\cdot\mathbf s}Q^a_{ij}(\mathbf s)\,d^3s,$$

and the cross term is

$$X_{mn}=\sum_a\int_{{\rm sphere}\ a}e^{-i\mathbf b\cdot\mathbf r}\big[\Delta_c^*\rho'+\rho^*\Delta_{c'}\big]d^3r .$$

A calculation based on (8) evaluates the augmented overlap $M^{\rm aug}$ and drops $X$. $X$ is first order in the remainder.

The phase $e^{-i\mathbf b\cdot\boldsymbol\tau_a}$ depends on a convention. If the projections are stored with the structure factor removed, $c=e^{i\mathbf k\cdot\boldsymbol\tau_a}\bar c$, and the neighbour is stored at $\mathbf k'=\mathbf k+\mathbf b-\mathbf G$, the three phases multiply to $e^{i(\mathbf k'-\mathbf k-\mathbf b)\cdot\boldsymbol\tau_a}=e^{-i\mathbf G\cdot\boldsymbol\tau_a}$. The phase then vanishes inside the zone and survives only for pairs that cross its boundary.

At $\mathbf b=0$, with $q_{ij}=Q_{ij}(0)$, equation (8) is the matrix element of the overlap operator

$$S=1+\sum_{\mathbf R,a,ij}|p^a_{i,\mathbf R}\rangle q^a_{ij}\langle p^a_{j,\mathbf R}| .$$

The smooth states solve a generalised eigenvalue problem with this $S$ and are orthonormal in it, $\langle\tilde\psi_{m\mathbf k}|S|\tilde\psi_{n\mathbf k}\rangle=\delta_{mn}$. So $M^{\rm aug}(\mathbf k,0)=1$ exactly, whether or not the partial waves are complete.

Formulas (4) and (5) return, up to $O(b^2)$, the moments of the function whose Fourier transform is $\langle M\rangle_{\mathbf k}$, and the augmented overlap (8) differs from the overlap of the reconstructed states $\mathcal T\tilde\psi$ only by a cross term of first order in the remainder. It remains to identify the function whose moments they return when fed with $M^{\rm aug}$.
